# Why Hubbard's relation gives water a half-femtosecond angular-momentum time

For a dipole that turns by small-step rotational diffusion, Hubbard's relation, the leading term of an expansion derived below, is

$$\tau_1\tau_J=\frac{I}{2kT}.$$

With $I=2\times10^{-47}$ kg m², $\tau_1=5$ ps and $T=300$ K it gives $\tau_J=0.48$ fs. A water molecule does not lose its angular momentum that fast. The time $\tau_J$ is the signed area under the angular-velocity correlation function. When molecules librate in cages that last for several oscillation periods, positive and negative parts of that area nearly cancel, and the small remainder is not a decay time.

## The estimate

At 300 K, $kT=4.142\times10^{-21}$ J, so

$$\tau_J=\frac{2\times10^{-47}}{2(4.142\times10^{-21})(5\times10^{-12})}\ {\rm s}=4.8\times10^{-16}\ {\rm s}.$$

The thermal angular velocity about one axis is $w=\sqrt{kT/I}=14.4$ rad/ps. In 0.48 fs the molecule turns through only about $0.4^\circ$, too little to change its surroundings appreciably.

The torque makes the objection sharper. Let $C(t)=\langle\omega_x(t)\omega_x(0)\rangle/w^2$, where $\omega_x$ is one component of angular velocity. A classical equilibrium correlation is a sum of cosines with non-negative weights. Since $\cos y\ge1-y^2/2$,

$$C(t)\ge1+\tfrac12C''(0)t^2.$$

With $\dot\omega_x=N_x/I$ for a spherical top under torque $N_x$,

$$C''(0)=-\frac{\langle\dot\omega_x^2\rangle}{w^2}=-\frac{\langle N_x^2\rangle}{IkT}.$$

If $C$ is to fall to $1/e$ by the time $\tau_J$, the bound requires

$$\sqrt{\langle N_x^2\rangle}\ \ge\ \sqrt{2(1-e^{-1})}\,\frac{\sqrt{IkT}}{\tau_J}=4.2\ \text{eV/rad}.$$

A cage in which the molecule librates at angular frequency $\Omega$ has $C''(0)=-\Omega^2$, hence an rms torque $\sqrt{IkT}\,\Omega$. For $\Omega=100$ rad/ps this is 0.18 eV/rad, 23 times smaller than the minimum needed.

## Hubbard's relation from the velocity correlation

Take a classical spherical top with isotropic Gaussian angular velocity in laboratory axes:

$$\langle\omega_i(t)\omega_j(t')\rangle=w^2\delta_{ij}C(|t-t'|),\qquad \tau_J=\int_0^\infty C(t)\,dt.$$

A unit vector $\mathbf u$ fixed in the molecule obeys $\dot{\mathbf u}=\boldsymbol\omega\times\mathbf u$. This can be written $\dot{\mathbf u}=-i\omega_kS_k\mathbf u$, where $(S_k)_{ab}=-i\epsilon_{kab}$ are the spin-one matrices. A quantity of angular rank $l$ obeys the same equation with spin-$l$ matrices, for which $S_kS_k=l(l+1)\equiv\lambda$. Repeated indices are summed.

Let $U(t)$ be the rotation matrix of rank $l$. Isotropy makes its mean a number times the unit matrix, and $\tau_l=\int_0^\infty\langle U\rangle dt$. Expand $U$ in time-ordered products of $-i\omega_kS_k$ and average. For Gaussian variables the average is a sum over pairings. Pairings that separate into successive complete groups factorize, so the rest form a memory kernel $M$:

$$\frac{d\langle U\rangle}{dt}=-\int_0^tM(s)\langle U(t-s)\rangle\,ds.$$

Integrating over all times, with $\langle U(0)\rangle=1$ and $\langle U(\infty)\rangle=0$, gives $-1=-\hat M\tau_l$, where $\hat M=\int_0^\infty M\,ds$. Thus $1/\tau_l=\hat M$.

At second order $(-i)^2=-1$ cancels the minus sign in the definition of $M$, so $M=\lambda w^2C$ and

$$\frac1{\tau_l}=\lambda D,\qquad D=w^2\tau_J=\frac{kT}{I}\tau_J .$$

Eliminating $D$ gives Hubbard's relation at leading order:

$$\tau_l\tau_J=\frac{I}{l(l+1)kT}.$$

Here $D=0.10$ rad²/ps.

## The next order

Four velocities, separated by intervals $t_1,t_2,t_3$, have two pairings that do not factorize. The nested one carries $S_iS_jS_jS_i=\lambda^2$. The crossed one carries $S_iS_jS_iS_j$. To reduce it, use $[S_j,S_i]=i\epsilon_{jik}S_k$:

$$S_iS_jS_i=S_i(S_iS_j+[S_j,S_i])=\lambda S_j+i\epsilon_{jik}S_iS_k.$$

The antisymmetric sum keeps half the commutator of $S_i$ and $S_k$, so the last term is $-\tfrac12\epsilon_{jik}\epsilon_{ikm}S_m=-S_j$. The crossed product is therefore $\lambda(\lambda-1)$. Since $(-i)^4=1$, the fourth-order part of $\hat M$ is negative:

$$\hat M=\lambda w^2\tau_J-w^4\left[\lambda^2A+\lambda(\lambda-1)X\right]+\cdots,$$

$$A=\int C(t_1+t_2+t_3)C(t_2)\,dt_1dt_2dt_3,$$

$$X=\int C(t_1+t_2)C(t_2+t_3)\,dt_1dt_2dt_3=\int_0^\infty G(t)^2dt,\qquad G(t)=\int_t^\infty C(s)\,ds.$$

**White-noise torque.** Linear friction with white noise gives $C=e^{-t/\tau_J}$, and here $\tau_J$ is a decay time. Both integrals contain $e^{-(t_1+2t_2+t_3)/\tau_J}$ and equal $\tau_J^3/2$. With $x=w^2\tau_J^2$,

$$\hat M=\lambda w^2\tau_J\left[1-(\lambda-\tfrac12)x\right],\qquad
\tau_l=\frac{1+(\lambda-\frac12)x}{\lambda w^2\tau_J}$$

to first order in $x$. For the present numbers $x=4.8\times10^{-5}$, so the dipole time shifts by a fraction $1.5x=7\times10^{-5}$. The white-noise model is self-consistent; what fails is its picture of the torque. When $\tau_J$ approaches $1/w\simeq69$ fs, $x$ is no longer small and the relation itself fails because the molecule turns far between velocity losses.

## A cage with the same integral

Now let the torque have a fast frictional part and a slowly changing cage:

$$\dot C(t)=-\Gamma C(t)-\Omega^2\int_0^te^{-a(t-s)}C(s)\,ds,\qquad a=1/\tau_c.$$

Treating the fast friction as memoryless gives $C$ an initial slope $-\Gamma$ and an unbounded rms torque, so the torque estimate above applies to the cage part alone. Friction with a short but finite memory would make $C$ start with zero slope.

The Laplace transform, with $C(0)=1$, is

$$\tilde C(s)=\frac1{s+\Gamma+\Omega^2/(s+a)}=\frac{s+a}{s^2+(\Gamma+a)s+\Gamma a+\Omega^2}.$$

Set $\kappa=(\Gamma+a)/2$ and $\nu^2=\Omega^2-(\Gamma-a)^2/4$. The denominator is $(s+\kappa)^2+\nu^2$, and the numerator is $(s+\kappa)+(a-\Gamma)/2$. Hence

$$C(t)=e^{-\kappa t}\left[\cos\nu t+\frac{a-\Gamma}{2\nu}\sin\nu t\right],\qquad
\tau_J=\tilde C(0)=\frac1{\Gamma+\Omega^2\tau_c}.$$

Two limits show what the integral measures. Without a cage, $\Omega=0$, $C=e^{-\Gamma t}$ and $\tau_J=1/\Gamma$ is the decay time. For a very persistent cage, $\tau_c\to\infty$, this model's $\tau_J$ tends to zero while, for $\Gamma<2\Omega$, the oscillation still decays over $2/\Gamma$. Within the model, a more lasting cage thus lowers $\tau_J$ even though the envelope of the oscillation decays more slowly.

Choose $\Omega=100$ rad/ps (531 cm⁻¹) and $\Gamma=50$ ps⁻¹. Requiring the Hubbard value of $\tau_J$ fixes

$$\tau_c=\frac{1/\tau_J-\Gamma}{\Omega^2}=\frac{2071-50}{10^4}\ {\rm ps}=0.202\ {\rm ps}.$$

This memory time is fitted, not predicted. The envelope of $C$ then decays in $1/\kappa=36$ fs, and $C$ first crosses zero at 13.8 fs. Numerical integration gives

- area up to the first zero: $+7.16$ fs;
- signed area after it: $-6.68$ fs;
- total: $+0.48$ fs.

At $t=0.48$ fs, $C\simeq1-\Gamma t=0.98$: almost no angular momentum has been lost. The total is 7% of the first lobe, so a change of a few percent in either part alters $\tau_J$ by a large fraction.

## Does the relation survive libration?

For rotation about one axis, the angle $\theta$ is Gaussian and the calculation closes. Its mean square is

$$\langle\theta^2\rangle=2w^2\int_0^t(t-s)C(s)\,ds\ \longrightarrow\ 2(Dt+c),$$

where

$$c=-w^2\int_0^\infty sC(s)\,ds=w^2\tilde C'(0)=w^2\frac{\Omega^2-a^2}{(\Gamma a+\Omega^2)^2}=0.0197\ {\rm rad}^2.$$

To compare with a dipole in three dimensions, use a single generator with square $\lambda=2$. Its correlation is $\exp(-\lambda\langle\theta^2\rangle/2)$, which tends to $e^{-2c}e^{-2Dt}$. Apart from a brief initial transient, the integrated time is $5e^{-2c}=4.81$ ps. Libration about one axis costs 4%.

In three dimensions rotations about different axes do not commute. This is the origin of the $-1$ in $\lambda(\lambda-1)$, which adds $\lambda w^4X$ to the relaxation rate. It acts as an extra diffusion coefficient

$$D_{\rm extra}=w^4\int_0^\infty G(t)^2dt=0.036\ \text{rad}^2/\text{ps},$$

or 36% of $D$. Although formally of higher order, it matters because cancellation has made the leading term small while $G^2$ cannot cancel. Combining the two corrections gives $4.81/1.36=3.5$ ps.

For the full result, the cage is represented by one auxiliary Gaussian variable per axis, and the joint equation for rotation, angular velocity and cage is solved in Hermite functions. With up to five quanta in total, the dipole time is 3.58 ps; going from four to five changes it by about 0.001%. At the same $\tau_J$, Hubbard's 5 ps is therefore 40% above this model's dipole time.

The inverse problem can be estimated by holding $D_{\rm extra}$ and $c$ fixed. A dipole time of 5 ps requires $D+0.036\simeq0.1e^{-2c}=0.096$ rad²/ps, hence $D\simeq0.060$ rad²/ps and $\tau_J\simeq0.3$ fs. The conclusion about cancellation stands, but even the first digit of 0.48 fs is uncertain. This correction belongs to Gaussian angular velocity in laboratory axes. That model does not truly trap the orientation: as $\tau_c\to\infty$ its $\tau_J$ vanishes, yet the dipole still relaxes in about $1/(2D_{\rm extra})\approx12$ ps. A cage whose torque depends on orientation reverses the sign of the correction. For a small rotation vector $\boldsymbol\theta$ away from the cage, $\boldsymbol\omega\simeq\dot{\boldsymbol\theta}+\tfrac12\boldsymbol\theta\times\dot{\boldsymbol\theta}$. Libration that returns the molecule to its starting orientation can therefore leave a non-zero integral of $\boldsymbol\omega$, and the term $w^4\int G^2dt$ adds to $w^2\tau_J$ instead of to the rate of turning. A fixed harmonic cage gives $\tau_J\simeq w^2/(2\Gamma\Omega^2)=0.2$ fs with no lasting turn. A moving one with the same $\Omega$, $\Gamma$ and $\tau_c$ gives a dipole time near 4.8 ps and $\tau_J$ near 0.66 fs, so $\tau_1\tau_J$ lies about 30% above Hubbard's value rather than below it.

## Comparison with water

The 5 ps is used as a single-molecule dipole time. The dielectric relaxation time of room-temperature water, roughly 8 ps, is collective and should not be inserted without a correction for dipole correlations. Water's librational band is broad and extends over several hundred cm⁻¹; the chosen $\Omega$ lies within it, but one frequency and one friction constant do not reproduce its shape.

Water is also not a spherical top. A rigid molecule with rough geometry, O–H length 0.096 nm and angle 104.5°, has principal moments 1.03, 1.93 and $2.96\times10^{-47}$ kg m². The smallest and largest belong to the axes perpendicular to the dipole, about which rotation turns it. Put separately into Hubbard's relation at fixed $\tau_1$, they give 0.25 and 0.71 fs. Both axes turn the dipole together; with one common $\tau_J$, $1/\tau_1=kT\tau_J(1/I_{\min}+1/I_{\max})$ gives 0.37 fs. The moments depend on the geometry chosen: 0.097 nm and 106° give 1.01, 2.01 and $3.02\times10^{-47}$ kg m², and move the 0.71 fs to 0.73 fs.

Classical libration is another approximation: $\hbar\Omega/kT=2.5$. For a harmonic cage the quantum mean-square angle exceeds the classical one by the factor $(q/2)\coth(q/2)=1.49$, with $q=\hbar\Omega/kT$.

Finally, hydrogen-bond exchange can turn a molecule by a large angle. Consider independent jumps of angle $\alpha$ about random axes, occurring at a constant rate $1/t_w$, so that $t_w$ is the mean waiting time, with no libration between them. Averaging over axes leaves the trace of the rotation matrix divided by its dimension:

$$f_l=\frac1{2l+1}\sum_{m=-l}^{l}e^{im\alpha}=\frac{\sin[(l+\frac12)\alpha]}{(2l+1)\sin(\alpha/2)},\qquad \frac1{\tau_l}=\frac{1-f_l}{t_w}.$$

For an illustrative $\alpha=60^\circ$, $f_1=2/3$ and $f_2=1/5$. Then $\tau_1/\tau_2=(4/5)/(1/3)=2.4$, whereas small-step diffusion gives $6/2=3$. A dipole time of 5 ps requires $t_w=1.67$ ps. Each jump contributes $\alpha^2/3$ to the mean-square integrated angular velocity along one axis, so $D=\alpha^2/(6t_w)$ and $\tau_J=D/w^2=0.53$ fs. This is 10% above Hubbard's value. Dividing by $w^2$ assumes thermal angular velocity, which the jumps alone do not supply: jumps of duration $d$ give $\langle\omega_x^2\rangle=\alpha^2/(3dt_w)$, only 0.5% of $w^2$ for $d=0.2$ ps, and taken alone their normalized correlation has area $d/2$. The 0.53 fs therefore presumes libration between jumps that carries the thermal $w^2$ but adds no net area. Under that assumption it is set by the size and rate of the jumps together and is not the time over which angular momentum decays; any net area from the libration would change it.
